**Superlattice satellites and the bilayer period**

For $N$ identical bilayers of period $\Lambda$, kinematic satellites lie at $q=2\pi m/\Lambda$ in the limit of large $N$, so neighbouring angles give $\Lambda=\lambda/[2(\sin\theta_{m+1}-\sin\theta_m)]$. Here $\lambda$ is the wavelength, $\theta$ the angle from the surface, $m$ the integer order and $q=4\pi\sin\theta/\lambda$. The program sums over every scattering plane, finds five satellites in an angular scan, and asserts that each neighbouring pair returns the model period within 1%. It also asserts the finite-stack shift law, the closed satellite strengths, the number of subsidiary maxima and the missing even orders of a symmetric bilayer. Further assertions compare the neighbour-pair formulas for angular errors with finite differences and displaced angles, and the refraction formulas with Snell's law. For a model period of 9.0400 nm, the four pairs give 9.0385 to 9.0555 nm, and the predicted shifts account for the spread. Once the absolute order 32 is identified, its single angle gives 9.0400 nm.

## Numerical verification

```python
"""Superlattice satellites and the bilayer period.

Result under test: N identical bilayers of period L diffract at q = 2 pi m/L,
so neighbouring satellites give L = wavelength/(2 (sin t2 - sin t1)).
q = 4 pi sin(t)/wavelength; t is the angle from the surface.
Finite N shifts a maximum by 6 g/((N^2-1) L^2), g = d ln|F|^2/dq,
where F is the structure factor of one bilayer. Lengths are in nm.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.signal import find_peaks

wavelength = 0.154
n_a, n_b = 12, 20
d_a, d_b = 0.280, 0.284
f_a, f_b = 1.0, 0.4
repeats = 40
period = n_a * d_a + n_b * d_b
planes = n_a + n_b

motif_z = np.concatenate([d_a * np.arange(n_a),
                          n_a * d_a + d_b * np.arange(n_b)])
motif_f = np.concatenate([np.full(n_a, f_a), np.full(n_b, f_b)])


def amplitude(q, z, f):
    """Explicit sum over scattering planes."""
    q = np.atleast_1d(q)
    parts = np.array_split(q, max(1, len(q) // 400))
    return np.concatenate([np.exp(1j * np.outer(p, z)) @ f for p in parts])


def stack(z, f, number):
    """Positions and amplitudes of all planes in the repeated stack."""
    all_z = (period * np.arange(number)[:, None] + z[None, :]).ravel()
    return all_z, np.tile(f, number)


def maximum_offset(function, half_width):
    """Offset of the maximum of function inside a symmetric window."""
    found = minimize_scalar(lambda u: -function(u), method="bounded",
                            bounds=(-half_width, half_width),
                            options={"xatol": 1e-12})
    return found.x


def log_slope(q, z, f):
    h = 1e-4 / period
    upper = abs(amplitude(q + h, z, f)[0])**2
    lower = abs(amplitude(q - h, z, f)[0])**2
    return np.log(upper / lower) / (2 * h)


# Angular scan of the full stack, made without the satellite formula.
all_z, all_f = stack(motif_z, motif_f, repeats)


def scan_intensity(theta_deg):
    q = 4 * np.pi * np.sin(np.radians(theta_deg)) / wavelength
    return np.abs(amplitude(q, all_z, all_f))**2


step = 5e-4
grid = np.arange(14.55, 17.10, step)
profile = scan_intensity(grid)
# A fixed 0.3 degree exclusion distance rejects the subsidiary maxima.
peak_index, _ = find_peaks(profile, distance=int(0.3 / step))
assert len(peak_index) == 5
theta_deg = np.array([
    grid[i] + maximum_offset(
        lambda u, c=grid[i]: scan_intensity(c + u)[0] / profile[i], step)
    for i in peak_index])
theta = np.radians(theta_deg)
sines = np.sin(theta)
pair_period = wavelength / (2 * np.diff(sines))
outer_period = 4 * wavelength / (2 * (sines[-1] - sines[0]))
assert np.all(np.abs(pair_period / period - 1) < 0.01)

# Absolute orders follow from the measured period and angles.
order_real = 2 * outer_period * sines / wavelength
orders = np.rint(order_real).astype(int)
assert np.array_equal(orders, planes + np.arange(-2, 3))
refined_period = orders[2] * wavelength / (2 * sines[2])
assert abs(refined_period - period) < np.min(np.abs(pair_period - period))

# Shift of finite-stack maxima: prediction against the scan.
q_ideal = 2 * np.pi * orders / period
slopes = np.array([log_slope(q, motif_z, motif_f) for q in q_ideal])
shifts = 6 * slopes / ((repeats**2 - 1) * period**2)
predicted_pair = 2 * np.pi / np.diff(q_ideal + shifts)
largest_error = np.max(np.abs(pair_period - period))
assert np.all(np.abs(pair_period - predicted_pair) < 0.1 * largest_error)

# The shift law in a long stack, where its neglected terms are small.
long_n = 300
long_z, long_f = stack(motif_z, motif_f, long_n)
for q, slope in zip(q_ideal, slopes):
    found = maximum_offset(
        lambda u: abs(amplitude(q + u, long_z, long_f)[0])**2,
        np.pi / (long_n * period))
    expected = 6 * slope / ((long_n**2 - 1) * period**2)
    assert abs(found - expected) * period < (
        0.03 * abs(expected) * period + 1e-7)

# An arbitrary motif with the same period has the same positions.
rng = np.random.default_rng(4)
other_z = rng.uniform(0, period, planes)
other_f = rng.uniform(0.5, 1.5, planes)
long_z, long_f = stack(other_z, other_f, long_n)
for q in q_ideal:
    found = maximum_offset(
        lambda u: abs(amplitude(q + u, long_z, long_f)[0])**2,
        np.pi / (long_n * period))
    assert abs(found) * period < 2 * np.pi * 1e-3

# Closed interference factor, its bound and its subsidiary maxima.
phase = np.linspace(0, 2 * np.pi, 8001)
array_sum = np.abs(amplitude(phase, np.arange(repeats),
                             np.ones(repeats)))**2
inside = phase[1:-1]
closed = (np.sin(repeats * inside / 2) / np.sin(inside / 2))**2
assert np.allclose(array_sum[1:-1], closed, atol=1e-7)
assert np.all(array_sum[1:-1] < repeats**2)
side_maxima = len(find_peaks(array_sum)[0])
assert side_maxima == repeats - 2

# Closed strength of each satellite against the bilayer sum.
bilayer = np.abs(amplitude(q_ideal, motif_z, motif_f))
strength = 2 * np.abs(np.sin(q_ideal * n_a * d_a / 2)) * np.abs(
    f_a / (np.exp(1j * q_ideal * d_a) - 1)
    - f_b / (np.exp(1j * q_ideal * d_b) - 1))
assert np.allclose(bilayer, strength, rtol=1e-9)
relative_strength = (bilayer / bilayer[2])**2

# Equal spacings and equal plane numbers remove even satellites.
half = 16
equal_f = np.concatenate([np.full(half, f_a), np.full(half, f_b)])
equal_q = 2 * np.pi * (2 * half + np.arange(1, 5)) / (2 * half)
equal_sum = np.abs(amplitude(equal_q, np.arange(2 * half), equal_f))
assert np.all(equal_sum[[1, 3]] < 1e-10)
assert np.all(equal_sum[[0, 2]] > 0.1)


def period_from_angles(first, second):
    return wavelength / (2 * (np.sin(second) - np.sin(first)))


# Error formulas for the pair formed by the central and next satellite.
t1, t2 = theta[2], theta[3]
base = period_from_angles(t1, t2)
gap, middle = t2 - t1, (t1 + t2) / 2
small_angle = wavelength / (2 * gap * np.cos(middle))
assert np.isclose(small_angle / base - 1, -gap**2 / 24, rtol=1e-3)

sigma_deg = 0.001
sigma = np.radians(sigma_deg)
h = 1e-6
der1 = (period_from_angles(t1 + h, t2)
        - period_from_angles(t1 - h, t2)) / (2 * h)
der2 = (period_from_angles(t1, t2 + h)
        - period_from_angles(t1, t2 - h)) / (2 * h)
sigma_period = base * sigma * np.hypot(np.cos(t1), np.cos(t2)) / (
    np.sin(t2) - np.sin(t1))
assert np.isclose(sigma * np.hypot(der1, der2), sigma_period, rtol=1e-5)

offset_deg = 0.01
offset = np.radians(offset_deg)
offset_change = period_from_angles(t1 + offset, t2 + offset) / base - 1
assert np.isclose(offset_change, offset * np.tan(middle), rtol=1e-2)

# Refraction: inner Bragg angles are carried outside by Snell's law.
decrement = 1e-5
index = 1 - decrement
s_ideal = orders[2:4] * wavelength / (2 * period)
inner = np.arcsin(s_ideal / index)
outer = np.arccos(index * np.cos(inner))
refraction_pair = period_from_angles(*outer) / period - 1
refraction_single = (orders[2] * wavelength
                     / (2 * np.sin(outer[0])) / period - 1)
assert np.isclose(refraction_pair, decrement / np.prod(s_ideal), rtol=1e-2)
assert np.isclose(refraction_single, -decrement / s_ideal[0]**2, rtol=1e-2)

print(f"wavelength = {wavelength:.3f} nm")
print(f"layer A: {n_a} planes, spacing {d_a:.3f} nm, amplitude {f_a:.1f}")
print(f"layer B: {n_b} planes, spacing {d_b:.3f} nm, amplitude {f_b:.1f}")
print(f"repeats = {repeats}, planes per period = {planes}")
print(f"true period = {period:.4f} nm")
print(f"average plane spacing = {period / planes:.5f} nm")
print("order, angle (deg), sine, ideal angle (deg), relative |F|^2:")
for m, t, s, r in zip(orders, theta_deg, sines, relative_strength):
    ideal = np.degrees(np.arcsin(m * wavelength / (2 * period)))
    print(f"  {m}  {t:.5f}  {s:.7f}  {ideal:.5f}  {r:.5f}")
print("unrounded orders:", " ".join(f"{x:.4f}" for x in order_real))
print("peak shift / satellite spacing, predicted:")
print("  " + " ".join(f"{x:.6f}" for x in shifts * period / (2 * np.pi)))
print("pair, sine difference, period (nm), predicted period (nm):")
for j in range(4):
    print(f"  {orders[j]}-{orders[j + 1]}  {sines[j + 1] - sines[j]:.7f}"
          f"  {pair_period[j]:.4f}  {predicted_pair[j]:.4f}")
print(f"period from outermost pair = {outer_period:.4f} nm")
print(f"period from absolute order {orders[2]} = {refined_period:.5f} nm")
print(f"refined period = {10 * refined_period:.4f} angstrom")
print(f"subsidiary maxima between neighbours = {side_maxima}")
print(f"central pair angle gap = {np.degrees(gap):.5f} deg")
print(f"small-angle relative error = {small_angle / base - 1:.3e}")
print(f"assumed independent angle error = {sigma_deg:.3f} deg")
print(f"resulting period error = {sigma_period:.4f} nm")
print(f"assumed common angle offset = {offset_deg:.3f} deg")
print(f"resulting relative period change = {offset_change:.3e}")
print(f"assumed refractive decrement = {decrement:.1e}")
print(f"relative change, neighbour estimate = {refraction_pair:.3e}")
print(f"relative change, absolute-order estimate = {refraction_single:.3e}")
print("OK")
```

Output:

```
wavelength = 0.154 nm
layer A: 12 planes, spacing 0.280 nm, amplitude 1.0
layer B: 20 planes, spacing 0.284 nm, amplitude 0.4
repeats = 40, planes per period = 32
true period = 9.0400 nm
average plane spacing = 0.28250 nm
order, angle (deg), sine, ideal angle (deg), relative |F|^2:
  30  14.80584  0.2555442  14.80505  0.00287
  31  15.31035  0.2640473  15.31043  0.02552
  32  15.81704  0.2725664  15.81704  1.00000
  33  16.32495  0.2810846  16.32492  0.17009
  34  16.83393  0.2895987  16.83412  0.03678
unrounded orders: 30.0160 31.0147 32.0154 33.0159 34.0160
peak shift / satellite spacing, predicted:
  0.001570 -0.000160 0.000004 0.000063 -0.000366
pair, sine difference, period (nm), predicted period (nm):
  30-31  0.0085031  9.0555  9.0557
  31-32  0.0085191  9.0385  9.0385
  32-33  0.0085182  9.0395  9.0395
  33-34  0.0085140  9.0439  9.0439
period from outermost pair = 9.0443 nm
period from absolute order 32 = 9.04000 nm
refined period = 90.4000 angstrom
subsidiary maxima between neighbours = 38
central pair angle gap = 0.50791 deg
small-angle relative error = -3.274e-06
assumed independent angle error = 0.001 deg
resulting period error = 0.0252 nm
assumed common angle offset = 0.010 deg
resulting relative period change = 5.030e-05
assumed refractive decrement = 1.0e-05
relative change, neighbour estimate = 1.305e-04
relative change, absolute-order estimate = -1.346e-04
OK
```
